# Klaassen's donor-clustering formula and impurity scattering in heavily doped silicon

## Question

Above about $10^{20}\ {\rm cm^{-3}}$ the measured electron mobility of silicon falls faster than the basic impurity term of Klaassen's mobility model predicts. The model absorbs this extra drop, which it attributes to donor clustering, in an effective charge number $Z$ that depends on the donor density $N$:

$$
Z(N)=1+\frac{1}{c+(N_{\rm ref}/N)^2},\qquad c=0.21,\quad N_{\rm ref}=4.0\times10^{20}\ {\rm cm^{-3}} .
$$

The two constants are fit parameters for donors. The formula is empirical, and $Z$ is a parameter of a mobility model, not a measured charge.

For the scattering calculation, take every donor as ionized, so that the electron density is $n=N$. Treat each of the six conduction valleys as spherical, with density-of-states mass $m_d=0.328\,m_0$ and conductivity mass $m_c=0.260\,m_0$. The permittivity is $\varepsilon=11.7\,\varepsilon_0$.

(a) Evaluate $Z$ at $10^{20}$ and $10^{21}\ {\rm cm^{-3}}$.

(b) Show that $Z$ rises throughout this range. Find its low- and high-density limits, the density at which $Z=2$, and the density at which $Z$ grows fastest with $\ln N$.

(c) Suppose that the donors form compact clusters of $Z$ donors each. In the Born approximation, how does the scattering rate depend on $Z$ and $N$?

(d) Find the impurity-limited mobility at both densities for a cold electron gas, with and without clustering.

(e) Suppose that the donors are either single or in groups of four. What fraction must be grouped to give Klaassen's $Z$, and what does the finite size of a group change?

(f) Test the Born approximation against scattering phase shifts. What does the result imply for reading $Z$ as a cluster size?

(g) Compare the model with real heavily doped silicon.

## Model answers

### (a) The two values

Put $r=N_{\rm ref}/N$. At $10^{20}\ {\rm cm^{-3}}$, $r=4$ and

$$
Z=1+\frac{1}{0.21+16}=1+\frac{1}{16.21}=1.062 .
$$

At $10^{21}\ {\rm cm^{-3}}$, $r=0.4$ and

$$
Z=1+\frac{1}{0.21+0.16}=1+\frac{1}{0.37}=3.70 .
$$

The effective charge number therefore rises from about 1.06 to 3.7 over one decade of doping. At the lower density the large term $r^2$ keeps the correction small. At the higher density $r^2$ has fallen below $c$.

### (b) Shape of the curve

Since $r^2\propto N^{-2}$, $d(r^2)/d\ln N=-2r^2$. The chain rule gives

$$
\frac{dZ}{d\ln N}
=-\frac{1}{(c+r^2)^2}\,(-2r^2)
=\frac{2r^2}{(c+r^2)^2}>0 ,
$$

so $Z$ rises at every finite density. The slope is $32/16.21^2=0.12$ at $10^{20}\ {\rm cm^{-3}}$ and $0.32/0.37^2=2.3$ at $10^{21}\ {\rm cm^{-3}}$.

For the limits, write $x=N/N_{\rm ref}=1/r$ and multiply numerator and denominator by $x^2$:

$$
Z-1=\frac{x^2}{1+cx^2}.
$$

For $cx^2\ll1$ this becomes $Z\simeq1+x^2$. At $10^{20}\ {\rm cm^{-3}}$ the approximation gives 1.0625, close to the full value. At $10^{21}\ {\rm cm^{-3}}$ it gives 7.25, about twice the full value, so the constant $c$ is essential there. For $cx^2\gg1$,

$$
Z\to1+\frac1c=5.76 .
$$

This is the ceiling of the fit, not evidence for a largest physical cluster.

To invert the formula, multiply out: $(Z-1)(1+cx^2)=x^2$. Collecting the terms in $x^2$ gives $x^2[1-c(Z-1)]=Z-1$, hence

$$
N=N_{\rm ref}\sqrt{\frac{Z-1}{1-c(Z-1)}} .
$$

For $Z=2$ this is $4.0\times10^{20}/\sqrt{0.79}=4.5\times10^{20}\ {\rm cm^{-3}}$.

For the fastest growth, set $y=r^2$ and differentiate the slope:

$$
\frac{d}{dy}\frac{2y}{(c+y)^2}=\frac{2(c-y)}{(c+y)^3}.
$$

This changes from positive to negative at $y=c$, which is a maximum. The density is $N_{\rm ref}/\sqrt c=8.7\times10^{20}\ {\rm cm^{-3}}$, and the slope there is $1/(2c)=2.4$.

### (c) Why $Z$ multiplies the donor density

An electron at distance $r$ from a compact cluster of charge $Ze$ has the screened potential energy

$$
U(r)=-\frac{Ze^2}{4\pi\varepsilon r}e^{-q_s r},
$$

where $1/q_s$ is the screening length. From here on $r$ denotes distance. The angular part of the Fourier transform gives $4\pi\sin(qr)/(qr)$, so

$$
U(q)=-\frac{Ze^2}{\varepsilon q}\int_0^\infty e^{-q_sr}\sin(qr)\,dr
=-\frac{Ze^2}{\varepsilon(q^2+q_s^2)},
$$

because the integral equals $q/(q^2+q_s^2)$.

The Born scattering probability of one cluster is proportional to $|U(q)|^2$, hence to $Z^2$. With $N$ donors in clusters of $Z$, the density of clusters is $N/Z$. If the clusters are placed independently, their probabilities add:

$$
\frac1\tau\propto\frac NZ\,Z^2=ZN .
$$

There are fewer centres, but each scatters much more strongly. The result assumes fixed screening, weak scattering, and clusters small compared with $1/q$. Under these conditions clustering is included by replacing $N$ with $ZN$. At $10^{21}\ {\rm cm^{-3}}$ the effective density is $3.7\times10^{21}\ {\rm cm^{-3}}$, although there are $2.7\times10^{20}$ clusters per cubic centimetre.

### (d) Mobility

**Relaxation rate.** Let $N_c=N/Z$ be the density of clusters. The golden rule, with the factor $1-\cos\theta$ for loss of forward momentum, reads

$$
\frac1\tau=\frac{2\pi}{\hbar}N_c\int\frac{d^3k'}{(2\pi)^3}|U(q)|^2(1-\cos\theta)\,\delta(E_k-E_{k'}) .
$$

Scattering is taken to be elastic, within one valley and without spin flip. The radial integral is $\int k'^2\delta(E_k-E_{k'})\,dk'=m_dk/\hbar^2$, and the azimuthal angle gives $2\pi$. Thus

$$
\frac1\tau=\frac{N_cm_dk}{2\pi\hbar^3}\int_0^\pi|U(q)|^2(1-\cos\theta)\sin\theta\,d\theta .
$$

The momentum transfer obeys $q^2=2k^2(1-\cos\theta)$, so $q\,dq=k^2\sin\theta\,d\theta$. The angular integral becomes $(2k^4)^{-1}\int_0^{2k}q^3|U(q)|^2dq$. With $t=q^2$ and $b=4k^2/q_s^2$,

$$
\int_0^{2k}\frac{q^3dq}{(q^2+q_s^2)^2}
=\frac12\int_0^{4k^2}\frac{t\,dt}{(t+q_s^2)^2}
=\frac12\left[\ln(1+b)-\frac{b}{1+b}\right].
$$

Call the last bracket $G(b)$. Since $N_cZ^2=ZN$,

$$
\frac1\tau=\frac{ZN\,m_d}{8\pi\hbar^3k^3}\left(\frac{e^2}{\varepsilon}\right)^2G(b),
\qquad \mu=\frac{e\tau}{m_c}.
$$

**Fermi gas.** Six valleys and two spin directions give

$$
n=6\times2\times\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{2k_F^3}{\pi^2}.
$$

Because $n\propto E_F^{3/2}$, $dn/dE_F=3n/(2E_F)$. Linear screening at long wavelength then gives

$$
q_s^2=\frac{e^2}{\varepsilon}\frac{dn}{dE_F}=\frac{3e^2n}{2\varepsilon E_F}.
$$

| $N$ (cm⁻³) | $k_F$ (nm⁻¹) | $E_F$ (eV) | $1/q_s$ (nm) |
|---|---:|---:|---:|
| $10^{20}$ | 0.790 | 0.0725 | 0.559 |
| $10^{21}$ | 1.703 | 0.336 | 0.381 |

The higher $E_F$ lies outside the range of separate, parabolic valleys. In silicon, neighbouring valleys join at the zone boundary, about 0.13 eV above their minimum. The results at $10^{21}\ {\rm cm^{-3}}$ therefore belong to the idealized bands and are only a rough guide to the real ones.

**Numbers.** For $n=N$ and $k=k_F$, $N/k_F^3=2/\pi^2$, and the rate simplifies to

$$
\frac1\tau=Z\,\frac{m_d(e^2/\varepsilon)^2}{4\pi^3\hbar^3}\,G(b).
$$

At $10^{21}\ {\rm cm^{-3}}$, $b=4(1.703\times0.381)^2=1.68$ and $G=0.987-0.627=0.360$. With $e^2/\varepsilon=2.48\times10^{-28}\ {\rm J\,m}$, the rate for single donors is $4.5\times10^{13}\ {\rm s^{-1}}$. Hence $\tau=2.2\times10^{-14}$ s and $\mu=149\ {\rm cm^2/Vs}$. Clustering divides this by 3.70, leaving $40\ {\rm cm^2/Vs}$.

At $10^{20}\ {\rm cm^{-3}}$, $b=0.78$ and $G=0.138$. The mobility is $387\ {\rm cm^2/Vs}$ for single donors and $365\ {\rm cm^2/Vs}$ with $Z=1.062$.

With clustering, the mobility falls by a factor of about 9 between the two densities. Of this, $387/149=2.6$ is already present for single donors, and $3.70/1.062=3.5$ comes from the change in $Z$.

**Temperature.** At 300 K, $E_F/k_BT$ is 2.8 at the lower density and 13 at the higher, where $E_F$ is the zero-temperature value. The cold-gas treatment is therefore less secure at $10^{20}\ {\rm cm^{-3}}$. For a warm gas, the mean relaxation time is

$$
\langle\tau\rangle=\frac{\int\tau(E)E^{3/2}(-\partial f/\partial E)\,dE}{\int E^{3/2}(-\partial f/\partial E)\,dE},
$$

where $f$ is the Fermi function. Numerical integration, with the chemical potential and $q_s$ recalculated at 300 K, gives 334 and $41\ {\rm cm^2/Vs}$ with clustering. The change from the cold gas is about 8% at the lower density and below 1% at the higher (from 40.3 to 40.5 before rounding).

### (e) Groups of four and their size

Let a fraction $f$ of the donors be in groups of four. Here $f$ is no longer the Fermi function. Per donor there are $1-f$ singles and $f/4$ groups. A single contributes $1^2$ to the Born rate and a compact group contributes $4^2$:

$$
Z=(1-f)+\frac f4\times16=1+3f,\qquad f=\frac{Z-1}{3}.
$$

The required fraction is 2% at $10^{20}\ {\rm cm^{-3}}$ and 90% at $10^{21}\ {\rm cm^{-3}}$. This illustrates the size of the effect; the formula does not determine the actual mixture of clusters.

For a group of finite size, the waves scattered by its members are not fully in phase. Let all pairs be separated by $d$. Averaging a pair's phase factor over orientation gives

$$
\frac12\int_{-1}^{1}e^{iqdu}\,du=\frac{\sin(qd)}{qd}.
$$

Four donors have 4 self terms and 12 ordered pair terms, so each grouped donor contributes $1+3\sin(qd)/(qd)$. Including the singles, the factor $Z$ is replaced by

$$
S(q)=1+3f\,\frac{\sin(qd)}{qd}=1+(Z-1)\frac{\sin(qd)}{qd}.
$$

It returns to $Z$ when $qd\ll1$ and tends to 1 when $qd\gg1$, where the donors scatter independently.

Take $d=0.384$ nm, the second-neighbour distance in silicon, at which four lattice sites can be mutually equidistant. Put $S(q)$ inside the integral over $q^3/(q^2+q_s^2)^2$ and divide by the same integral without it. Numerical quadrature at $10^{21}\ {\rm cm^{-3}}$ gives a rate factor of 3.3 instead of 3.7, and the cold-gas mobility rises from 40 to $45\ {\rm cm^2/Vs}$. At $10^{20}\ {\rm cm^{-3}}$ the factor remains 1.06. Even with every donor grouped ($f=1$) the factor at $10^{21}\ {\rm cm^{-3}}$ would be only 3.55, so in the Born approximation groups of four of this size cannot reach 3.70.

Real valleys are ellipsoids, with masses $0.98\,m_0$ along the long axis and $0.19\,m_0$ across it. At the same $E_F$, the wave number along an axis is $\sqrt{2mE_F}/\hbar$. For backscattering at $10^{20}\ {\rm cm^{-3}}$, $\sin(qd)/(qd)$ is then 0.83 along the long axis and 0.97 across it. The loss of coherence depends on direction, which the spherical model averages away. At $10^{21}\ {\rm cm^{-3}}$ the ellipsoids themselves fail: the long half-axis would be $2.9\ {\rm nm^{-1}}$, but the zone boundary is only about $1.7\ {\rm nm^{-1}}$ from the valley minimum.

### (f) Beyond the Born approximation

The rate from centres of density $N_c$ is $1/\tau=N_cv\sigma_{\rm tr}$, where $v=\hbar k/m_d$ and $\sigma_{\rm tr}=\int(1-\cos\theta)|F|^2d\Omega$. The scattering amplitude is

$$
F(\theta)=\frac1k\sum_{l=0}^{\infty}(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta).
$$

The term without $\cos\theta$ uses $\int_{-1}^1P_l^2\,dx=2/(2l+1)$. The term with $\cos\theta$ couples neighbouring $l$ through $\int_{-1}^1xP_lP_{l+1}dx=2(l+1)/[(2l+1)(2l+3)]$. Therefore

$$
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l\left[(2l+1)\sin^2\delta_l-2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\right].
$$

Split $2l+1=(l+1)+l$ and shift the index in the second part. The squares become $(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. The identity $\sin^2\alpha+\sin^2\beta-2\sin\alpha\sin\beta\cos(\alpha-\beta)=\sin^2(\alpha-\beta)$ then gives

$$
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1}).
$$

The phase shifts follow from numerical integration of

$$
u_l''=\left[\frac{l(l+1)}{r^2}+\frac{2m_dU(r)}{\hbar^2}-k^2\right]u_l
$$

out to 15 screening lengths, where $u_l/r$ is matched to the free solution $j_l(kr)\cos\delta_l-y_l(kr)\sin\delta_l$. Waves up to $l=10$ are kept, with $k=k_F$ and the same $q_s$ for both charges.

| $N$ (cm⁻³) | $\sigma_{\rm tr}/\sigma_{\rm Born}$, charge 1 | $\sigma_{\rm tr}/\sigma_{\rm Born}$, charge 4 |
|---|---:|---:|
| $10^{20}$ | 1.64 | 1.94 |
| $10^{21}$ | 1.28 | 2.17 |

The Born approximation underestimates the scattering in all four cases. The error is also larger for charge 4, so the $Z^2$ law fails. At $10^{21}\ {\rm cm^{-3}}$, collecting single donors into point-like groups of four at fixed $q_s$ raises the rate per donor by a factor of $4\times2.17/1.28=6.8$, not 4.

This changes the inferred population. To obtain a total factor of 3.70 one now needs $(1-f)+6.8f=3.70$, or $f\simeq0.47$, in place of 0.90.

The fixed $q_s$ is itself a limitation. A charge of 4 is too strong for linear screening: by the Friedel sum rule, the phase shifts at $10^{21}\ {\rm cm^{-3}}$ correspond to 5.6 screening electrons instead of 4. If $q_s$ is chosen for each charge so that the screening electrons just neutralize it, the factor 6.8 falls to about 5.4 and $f$ becomes about 0.62. These figures hold for a point charge, yet the group of part (e) is as large as the screening length. Spread the charge 4 over a spherical shell through the four sites, of radius $d\sqrt{3/8}=0.235$ nm, which has the same Born factor, 3.55, as the tetrahedron. Phase shifts then give a factor of 4.6 at fixed $q_s$ ($f\simeq0.76$) and 4.0 with neutralizing screening ($f\simeq0.90$). Much of the excess over 4 therefore comes from treating the group as a point. The same $Z$ is thus compatible with quite different mixtures, depending on the scattering theory. It is safest to read $Z$ as the factor that converts the donor density $N$ into an effective impurity density $ZN$ inside Klaassen's own mobility formula, for which it was fitted.

### (g) Comparison with real silicon

Densities of $10^{20}$ to $10^{21}\ {\rm cm^{-3}}$ belong to heavily doped source, drain and emitter regions. The upper end is extreme. A rough lattice mobility of $1400\ {\rm cm^2/Vs}$ at 300 K can be added by Matthiessen's rule, $1/\mu=1/\mu_{\rm imp}+1/\mu_{\rm lat}$, which is exact if the two relaxation times depend on energy in the same way or if the gas is fully degenerate, and is used here as an estimate. The 300 K clustered values then become 270 and $39\ {\rm cm^2/Vs}$. Measured electron mobility near $10^{20}\ {\rm cm^{-3}}$ is below $100\ {\rm cm^2/Vs}$, so the simple model is far too optimistic there. Two approximations account for some of the gap. First, phase shifts raise the single-donor rate of the cold gas, by a factor of 1.64 if $q_s$ is held fixed and by about 1.23 if the screening is adjusted to neutralize the donor. Second, the long-wavelength $q_s$ overstates the screening at $q$ near $2k_F$. The full linear (Lindhard) response of the cold gas lowers the single-donor Born mobility from 387 to about $268\ {\rm cm^2/Vs}$. The remainder is not resolved by this calculation.

The trend with density is also wrong. Empirical fits to measured mobilities of phosphorus-doped silicon give roughly 73 and $20\ {\rm cm^2/Vs}$ at the two densities, a fall by about 3.6, against $270/39\simeq7$ here. Klaassen's formula without clustering ($Z=1$) is nearly flat over this range, about 78 to $70\ {\rm cm^2/Vs}$, so his $Z$ carries almost the whole measured fall. The Born mobility of single donors already falls by 2.6 on its own. Multiplying it by the full $Z$ counts much of the drop twice, and the value of $Z$ does not carry over from one scattering model to another.

Full ionization is also doubtful at $10^{21}\ {\rm cm^{-3}}$, since some of the donors may be electrically inactive. If half were inactive and the active density were the one inserted in the formula, $Z$ at $5\times10^{20}\ {\rm cm^{-3}}$ would be $1+1/(0.21+0.64)=2.18$, about 40% below 3.70. A quoted $Z$ therefore needs a statement of which density was used. The values 1.06 and 3.7 are the formula's output for the stated $N$; they do not show that a real sample contains clusters carrying those charges.
